# Why silicon between vias turns capacitive near 15 GHz, and when

## 1. What dimensions allow

Two parallel metal vias pass through a silicon chip. An alternating voltage between them drives a current through the silicon, partly by moving holes (conduction) and partly by changing the electric field (displacement). At what frequency are the two parts equal?

With magnetic effects neglected (section 7 checks this), the silicon enters through its resistivity $\rho$, in V m/A, and its permittivity $\varepsilon$, in A s/(V m). The geometry enters through lengths: the radius $b$ at which the silicon begins, the pitch $p$ between via axes, and the depth $L$. Volts and amperes cancel only in the product $\rho\varepsilon$, which is a time. The crossover frequency must therefore have the form

$$f_c=\frac{1}{\rho\varepsilon}\,F\!\left(\frac bp,\frac Lp\right).$$

Dimensions cannot fix the function $F$. The field equations show that, for uniform silicon, it is the constant $1/2\pi$. For 10 ohm-cm silicon this gives about 15 GHz.

That result concerns the silicon path. A real via also has an insulating liner in series with the silicon, and the current measured between the two metals behaves differently. The contributions are taken one at a time below.

## 2. The silicon alone

Assume that the silicon is uniform and ohmic, and that the fields are quasi-static, so that $\mathbf E=-\nabla\phi$. With time dependence $e^{+j\omega t}$ and $\omega=2\pi f$, the total current density is

$$\mathbf J=\left(\frac1\rho+j\omega\varepsilon\right)\mathbf E .$$

The first term is conduction and the second is displacement. The ratio of their magnitudes is the same at every point:

$$\frac{|J_{\rm cond}|}{|J_{\rm disp}|}=\frac{1}{\omega\rho\varepsilon}.$$

It equals one when $\omega\rho\varepsilon=1$, so

$$f_c=\frac{1}{2\pi\rho\varepsilon},\qquad \frac{|J_{\rm cond}|}{|J_{\rm disp}|}=\frac{f_c}{f}.$$

To pass from points to circuit elements, use the fact that total current has no sources: $\nabla\cdot\mathbf J=0$. The bracket does not depend on position, so it divides out and leaves $\nabla^2\phi=0$. The potential is thus the same whether the silicon conducts, polarizes or does both.

Let $K$ be the flux of $\mathbf E$ leaving one via, per volt between the vias and per unit length. The current per unit length is $(1/\rho+j\omega\varepsilon)KV$, and hence

$$G=\frac K\rho,\qquad C=\varepsilon K,\qquad \frac GC=\frac1{\rho\varepsilon}.$$

Two separate reasons are at work. A crossover exists because $G$ is constant while $\omega C$ grows with frequency. The shared factor $K$ explains why the geometry drops out of the crossover frequency; the value itself comes from $\rho$ and $\varepsilon$.

For $\rho=10$ ohm-cm and relative permittivity 11.7, $\rho\varepsilon=10.36$ ps, and

$$f_c=\frac{1}{2\pi\times10.36\ \text{ps}}=15.36\ \text{GHz}.$$

The change is gradual. Conduction leads by ten to one at 1.5 GHz, and displacement leads by ten to one only at 154 GHz.

## 3. How large the coupling is

The factor $K$ cancels in $f_c$ but sets the size of the coupling. Put the via axes at $x=\pm p/2$ and replace the vias by two opposite line sources at $x=\pm d$, with $d^2=p^2/4-b^2$. If $r_+$ and $r_-$ are the distances to the sources at $+d$ and $-d$, then

$$\phi=\frac{K}{2\pi}\ln\frac{r_-}{r_+}$$

has outward flux $K$ from the positive source. On the right-hand circle, $x=p/2+b\cos\theta$ and $y=b\sin\theta$, so

$$r_\mp^2=(x\pm d)^2+y^2=\frac{p^2}{4}+b^2+d^2+pb\cos\theta\pm d(p+2b\cos\theta).$$

The first three terms add up to $p^2/2$. Collecting factors gives

$$r_\mp^2=(p\pm2d)\left(\frac p2+b\cos\theta\right).$$

The angle cancels in the ratio, so the circle is an equipotential, as required of a via surface. Since $p^2-4d^2=4b^2$,

$$\frac{r_-}{r_+}=\sqrt{\frac{p+2d}{p-2d}}=\frac{p+2d}{2b}=\frac{p}{2b}+\sqrt{\left(\frac{p}{2b}\right)^2-1}.$$

The logarithm of the last expression is $\operatorname{arccosh}(p/2b)$. For one volt between the vias, this circle is at $+\tfrac12$ V and its mirror image at $-\tfrac12$ V. Therefore

$$K=\frac{\pi}{\operatorname{arccosh}(p/2b)}.$$

Take copper of radius $a=2.5$ µm with a 0.1 µm oxide liner, so that $b=2.6$ µm, with $p=20$ µm and $L=50$ µm. Then $K=1.553$, and over the full depth

$$GL=\frac{KL}{\rho}=0.777\ \text{mS},\qquad CL=\rho\varepsilon\,(GL)=8.04\ \text{fF}.$$

The cancellation was tested with $G$ taken from the Joule heat in the silicon and $C$ from a separate solution for the surface charge. With $b$ held at 2.6 µm, pitches of 7, 20 and 60 µm give $K=3.88$, 1.55 and 1.00. The coupling changes almost fourfold, while the crossover computed from heat and charge stays at 15.36 GHz.

There is a practical reading. The silicon admittance per unit length has magnitude $K\sqrt{1/\rho^2+\omega^2\varepsilon^2}$. At $f_c$, with geometry and frequency held fixed, even an infinite resistivity would reduce it only by a factor $\sqrt2$. Well below $f_c$, higher resistivity reduces it nearly in proportion, as long as the frequency also stays well below the new, lower $f_c$. This applies to the silicon alone. Between the metals, the liners of section 4 limit the current at low frequency, and higher resistivity then helps much less.

## 4. The liners: a second crossover

A direct current cannot pass through the oxide. For charge $q$ per unit length on the copper, the oxide field is $q/(2\pi\varepsilon_{\rm ox}r)$. Integrating from $a$ to $b$ gives the voltage $q\ln(b/a)/(2\pi\varepsilon_{\rm ox})$, so each liner has capacitance $2\pi\varepsilon_{\rm ox}/\ln(b/a)$ per unit length. Two equal liners in series have half of this:

$$C_L=\frac{\pi\varepsilon_{\rm ox}}{\ln(b/a)}.$$

Treat the outer surface of each liner as an equipotential. The liners are then in series with the silicon, and the admittance between the metals is

$$Y=\frac{j\omega C_L(G+j\omega C)}{G+j\omega(C+C_L)}.$$

Define $x=f/f_c=\omega C/G$ and $r=C_L/C$, so that $\omega C_L/G=xr$. Dividing by $G$,

$$\frac YG=\frac{jxr(1+jx)}{1+jx(1+r)}.$$

Multiply top and bottom by $1-jx(1+r)$. The denominator becomes real and positive, and the numerator becomes

$$jxr\left[1+x^2(1+r)-jxr\right]=x^2r^2+jxr\left[1+x^2(1+r)\right].$$

The ratio of in-phase to capacitive current at the terminals is therefore

$$\frac{\operatorname{Re}Y}{\operatorname{Im}Y}=\frac{xr}{1+x^2(1+r)}=\frac{r}{1/x+x(1+r)}.$$

At low frequency this tends to $xr$, which vanishes: the terminals see the liners. At high frequency it tends to $r/[x(1+r)]$, which also vanishes: the terminals see two dielectrics in series. The last denominator is least when its two terms are equal, so the peak is

$$\left(\frac{\operatorname{Re}Y}{\operatorname{Im}Y}\right)_{\max}=\frac{r}{2\sqrt{1+r}}\quad\text{at}\quad x=\frac1{\sqrt{1+r}}.$$

A mainly conductive window exists if this exceeds one, that is, if $r^2-4r-4>0$. For positive $r$ this means $r>2+2\sqrt2=4.83$. The edges of the window solve $(1+r)x^2-rx+1=0$:

$$x_\pm=\frac{r\pm\sqrt{r^2-4(1+r)}}{2(1+r)}.$$

For very large $r$ the edges approach $x=1/r$ and $x=1$. The first is where $\omega C_L=G$, and the second is the silicon crossover.

In the example, oxide of relative permittivity 3.9 gives 276.6 fF per liner and 138.3 fF for the pair. Thus $r=138.3/8.044=17.19$. The peak is $17.19/(2\sqrt{18.19})=2.0$ at $15.36/\sqrt{18.19}=3.6$ GHz. The square root in the edge formula is 14.92, so

$$x_\pm=\frac{17.19\pm14.92}{36.38}=0.883\ \text{and}\ 0.062,$$

which places the window between about 0.96 and 13.6 GHz. Even at its best, the in-phase current is only twice the capacitive current.

These numbers assume that the silicon conducts ohmically right up to the liner, which describes a surface where holes are strongly accumulated. Otherwise the charge that ends the oxide field is spread over a Debye length $L_D=\sqrt{\varepsilon k_BT/(e^2N_A)}$. For the doping of section 5 this is about 0.11 µm, as large as the liner thickness. With no band bending at all, each surface adds a series capacitance of about $\varepsilon/L_D$ per unit area. This lowers the pair from 138 to about 100 fF, $r$ to about 13 and the peak to about 1.7.

At 0.1 GHz the distinction is plain: conduction in the silicon exceeds displacement by 154 to one, yet the terminal ratio is 0.11. The silicon is conducting, but the liners control the current.

The equipotential assumption was tested against a two-dimensional field solution that lets the potential vary around each liner. That solution puts the window at 0.95 to 13.5 GHz. At the six tabulated frequencies, the circuit ratios differ from the field values by at most 1.7 % of the latter.

## 5. Depletion: a thicker insulator

In p-type silicon, a positive potential on the copper relative to the silicon can push holes away from the liner. The region from $b$ to some radius $w$ then has no mobile holes. It acts as a further insulator in series, if minority electrons do not follow the signal.

Let the acceptor density be $N_A$, fully ionized. The field vanishes at $w$, so Gauss's law gives its magnitude as $eN_A(w^2-r'^2)/(2\varepsilon r')$ at radius $r'$. Integration from $b$ to $w$ gives the potential drop

$$\psi=\frac{eN_A}{2\varepsilon}\left[w^2\ln\frac wb-\frac{w^2-b^2}{2}\right].$$

With a rough hole mobility $\mu$ of 450 cm²/Vs, $N_A=1/(e\mu\rho)=1.4\times10^{15}$ cm⁻³. As a measure of strong depletion, take the onset of strong inversion, $\psi=(2k_BT/e)\ln(N_A/n_i)$. At 300 K, with a rough intrinsic density $n_i=10^{10}$ cm⁻³, this is 0.61 V, and the depletion width is $w-b\approx0.7$ µm.

Two things change. Each liner gains a series capacitance $2\pi\varepsilon/\ln(w/b)$ per unit length, which lowers the total for both vias from 138 to 45 fF. The conducting silicon also begins at $w$ instead of $b$, which raises $K$ and $C$. Together they reduce $r$ from 17.2 to 4.9, and the terminal peak from 2.0 to 1.0.

This is so close to the threshold of 4.83 that the model cannot decide whether a window survives. The silicon outside the depleted region still has its crossover at 15.4 GHz, because its $\rho$ and $\varepsilon$ have not changed.

## 6. End fields: where the shared factor fails

The shared factor was derived for a field that lies entirely in one uniform material. At the top and bottom faces of the chip, field lines enter oxide, which adds capacitance but no conductance.

To estimate this, let thick oxide cover both faces, let the vias end flush with them, and ignore wiring. Treat each via out to radius $b$ as an equipotential. Keep the planar potential of section 3 inside the silicon. At a face, write it as a sum over small elements $s_i$ of the flux leaving the two via rims, per volt:

$$\phi=-\frac1{2\pi}\sum_i s_i\ln\varrho_i,\qquad \sum_i s_i=0,$$

where $\varrho_i$ is the distance in the plane from element $i$. Above the face, replace $\ln\varrho_i$ by $\ln(z+R_i)$, with $R_i=\sqrt{\varrho_i^2+z^2}$. This has the right value at $z=0$. It also obeys Laplace's equation: its second $z$-derivative is $-z/R_i^3$, while the planar part of its Laplacian is $+z/R_i^3$.

Since $\partial_z\ln(z+R_i)=1/R_i$, the field entering the oxide at the face is $E_z=(1/2\pi)\sum_i s_i/\varrho_i$. The field energy above one face, for one volt, is $\tfrac12\varepsilon_{\rm ox}\Lambda$ with $\Lambda=\int\phi E_z\,dA$. In the plane $\nabla^2\varrho=1/\varrho$, so two integrations by parts move the Laplacian onto $\phi$. The boundary terms vanish at large distance because the total source is zero. With $\nabla^2\phi$ equal to minus the source density,

$$\Lambda=\frac1{2\pi}\int(\nabla^2\phi)\sum_i s_i\varrho_i\,dA=-\frac1{2\pi}\sum_{i,k}s_is_k|\mathbf r_i-\mathbf r_k|.$$

If each rim were a point source $\pm K$, the two cross terms would give $\Lambda=K^2p/\pi=15$ µm. The actual rims give 12.45 µm. A separate Fourier integral agrees with this sum within 1 %.

Both faces together add $2\varepsilon_{\rm ox}\Lambda=0.86$ fF, or 10.7 % of $CL$. The true electrostatic field has the least energy for given via potentials, so a trial field like this one overestimates the added capacitance. With $GL$ held fixed, adding the whole amount would lower the crossover to $15.36/1.107=13.9$ GHz. The end correction in this geometry is therefore a shift of about a tenth at most.

## 7. Temperature and the smaller effects

Chips run warm. At fixed doping the resistivity rises as the mobility falls. With a rough law $\mu\propto T^{-2.2}$ and $\varepsilon$ held fixed, going from 300 to 375 K raises $\rho$ from 10 to 16.3 ohm-cm and lowers $f_c$ to 9.4 GHz. Among the corrections estimated here for the 10 ohm-cm example, this is the largest shift in $f_c$. It leaves $r$ unchanged if the depletion state is held fixed: both window edges then fall in the same proportion, and the peak ratio stays the same.

Stress near copper vias also changes the resistivity. A rough piezoresistive coefficient of 0.7 per GPa and a stress of 100 MPa along one direction give a 7 % change. Around a via the radial and hoop stresses have opposite signs, and their effects can add, so the local change beside the liner can be about twice as large in some directions. The 100 MPa is only illustrative: thermal stress beside a copper via can reach a few hundred MPa, and the change scales in proportion. The silicon is then no longer quite uniform, and the cancellation of geometry is no longer exact. Because the stress falls off away from the via, the crossover of the whole path shifts by much less than the largest local change. For a stress that falls as the inverse square of the distance from each via, weighting the local change with the Joule heat gives about 2 % per 100 MPa at the liner.

Apart from the screening layer at the liner noted in section 4, the remaining assumptions hold well in this example:

- **Quasi-static fields.** At $f_c$ the good-conductor formula gives a skin depth of 1.3 mm in silicon, and the loss-free formula gives a wavelength of 5.7 mm. Neither formula is exact where conduction and displacement are equal, but both lengths are far larger than the pitch and depth.
- **Instant response of holes.** With a rough effective mass of 0.37 electron masses, $\omega$ times the scattering time is 0.009 at $f_c$.
- **Ohmic conduction.** One volt across the silicon gives a largest field of 1240 V/cm and a drift speed near $6\times10^5$ cm/s, well below the saturation speed of roughly $10^7$ cm/s.

## 8. Weighing the contributions for real vias

The dimensions and resistivity used here are rough values within the range of practical through-silicon vias. For the silicon path, 15 GHz is a room-temperature figure: warm operation can bring it below 10 GHz, while end fields and stress shift it by about a tenth or less. Since $f_c\propto1/\rho$, the local ratio of the two currents in 1 ohm-cm silicon would instead reach one at 154 GHz. There the skin depth formula gives only about 0.13 mm, no longer far larger than the via depth, so the neglect of magnetic effects would need a fresh check for the coupling between whole vias. Also, $\omega$ times the scattering time is then near 0.09, so the delayed response of the holes moves the point of equal in-phase and capacitive current up by about 8 %.

For the current between the metals, the liner and its depletion matter greatly. Together with the via radius and pitch, they decide whether a conductive window exists, and the depletion depends on bias and on charge in the oxide. Real chips also contain other vias, grounded contacts and layers of different doping. Extra electrodes in direct ohmic contact with uniform silicon change the coupling factors but not $f_c$, since each factor still multiplies the same $1/\rho+j\omega\varepsilon$. A grounded via with its own liner leaves the local ratio of the two currents unchanged, but its liner adds a capacitance to the circuit, so the measured coupling no longer follows that ratio. With layers of different doping, the local ratio of the two currents differs from layer to layer. If the layers are flat and both vias cross them at right angles, the planar potential of section 3 still holds in each layer, with end fields neglected and each via treated out to radius $b$ as one equipotential along its whole depth. The crossover of the whole silicon path then follows from the thickness-averaged conductivity, and $K$ still cancels. With liners in series this condition is not met in general, because the liner takes a different share of the voltage in each layer. If the doping varies sideways between the vias, the potential changes with frequency and this cancellation generally fails. The numerical output below gives the full set of values.

## Computed values

```
Resistivity: 10.0 ohm cm
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Copper radius a: 2.50 um; outer liner radius b: 2.60 um
Pitch p: 20.0 um; depth L: 50.0 um
Relaxation time rho*eps: 10.36 ps
Crossover f_c: 15.36 GHz
Shape factor K: 1.5530
Silicon conductance G*L: 0.777 mS
Silicon resistance 1/(G*L): 1287.8 ohm
Silicon capacitance C*L: 8.044 fF
Pitch 7 um: K = 3.8797, f_c from heat and charge = 15.363 GHz
Pitch 20 um: K = 1.5530, f_c from heat and charge = 15.363 GHz
Pitch 60 um: K = 1.0015, f_c from heat and charge = 15.363 GHz
One liner, capacitance: 276.6 fF
Two liners in series C_L*L: 138.3 fF
Ratio r = C_L/C: 17.19; least r for a window: 4.828
Peak terminal Re/Im: 2.015 at 3.60 GHz
Window, formula: 0.957 to 13.56 GHz
Window, full field: 0.951 to 13.51 GHz
f (GHz) | silicon cond./disp. | terminal Re/Im | same, full field
0.10 | 153.633 | 0.1118 | 0.1137
1.00 | 15.363 | 1.0390 | 1.0438
3.60 | 4.265 | 2.0154 | 1.9945
10.00 | 1.536 | 1.2851 | 1.2796
15.36 | 1.000 | 0.8958 | 0.8932
50.00 | 0.307 | 0.2889 | 0.2884
End fields, length Lambda per face: 12.45 um
End fields, added capacitance: 0.860 fF (10.7 % of C*L)
Crossover with end fields: 13.88 GHz
Hole mobility (rough): 450 cm2/Vs
Acceptor density: 1.39e+15 cm^-3
Intrinsic density (rough): 1.0e+10 cm^-3
Band bending at strong inversion: 0.612 V
Depletion width: 0.725 um
Depleted: C_L*L = 44.8 fF, r = 4.86
Depleted: peak terminal Re/Im = 1.003
Mobility exponent (rough): 2.2
At 375 K: rho = 16.3 ohm cm, f_c = 9.40 GHz
Skin depth in silicon at f_c: 1.28 mm
Wavelength in silicon at f_c: 5.70 mm
Hole mass ratio (rough): 0.37; omega*tau at f_c: 0.0091
Piezoresistive coefficient (rough): 0.70 per GPa
Resistivity change at 100 MPa: 7.0 %
Largest silicon field for 1 V across it: 1240 V/cm
Hole drift speed there: 5.58e+05 cm/s
```
